# Interorbital Angle and s Fraction of Equivalent Silicon Hybrids: a numerical check

```python
# Result under test: two equivalent orthogonal sp hybrids on one atom obey
#     cos(theta) = s / (s - 1)
# s     : s fraction (squared s coefficient) of each hybrid, 0 <= s <= 1/2
# theta : angle between the hybrid axes (not automatically the bond angle)
# Also tested: unequal hybrids, the sum rule for s, the rigidity of four
# equivalent hybrids, and hybrids from a Hartree-Fock density of CH3Si(OH)3.
import numpy as np
from scipy import constants
from scipy.linalg import null_space
from scipy.optimize import brentq
from pyscf import gto, scf, lib
from pyscf.lo import iao as iao_module

lib.num_threads(1)


def angle_from_s(s):
    return np.degrees(np.arccos(s / (s - 1)))


def s_from_angle(theta_deg):
    c = np.cos(np.radians(theta_deg))
    return c / (c - 1)


def slope_per_degree(theta_deg):
    t = np.radians(theta_deg)
    return np.sin(t) / (1 - np.cos(t))**2 * np.pi / 180


def angle_between(a, b):
    c = np.dot(a, b) / np.linalg.norm(a) / np.linalg.norm(b)
    return np.degrees(np.arccos(np.clip(c, -1, 1)))


def symmetric_orthonormal(rows):
    u, _, vt = np.linalg.svd(rows)
    return u @ vt


# ---- Real-space hybrids: Slater-type radial parts, 3D quadrature ----
x, wx = np.polynomial.legendre.leggauss(80)
r, wr = 20 * (x + 1), 20 * wx
c, wc = np.polynomial.legendre.leggauss(12)
phi = 2 * np.pi * np.arange(16) / 16
R, C, F = np.meshgrid(r, c, phi, indexing="ij")
weight = (wr * r**2)[:, None, None] * wc[None, :, None] * (2 * np.pi / 16)
weight = weight * np.ones_like(R)
sine = np.sqrt(1 - C**2)
unit = np.array([sine * np.cos(F), sine * np.sin(F), C])
s_orbital = R**2 * np.exp(-1.6 * R)
s_orbital /= np.sqrt(np.sum(weight * s_orbital**2))
p_orbitals = unit * R**2 * np.exp(-1.3 * R)
p_orbitals /= np.sqrt(np.sum(weight * p_orbitals[2]**2))


def hybrid(s, theta):
    axis = np.array([np.sin(theta), 0, np.cos(theta)])
    return (np.sqrt(s) * s_orbital
            + np.sqrt(1 - s) * np.tensordot(axis, p_orbitals, axes=1))


def centroid(h):
    return np.array([np.sum(weight * h**2 * R * unit[k]) for k in range(3)])


def zero_overlap_angle(s):
    first = hybrid(s, 0.0)
    root = brentq(lambda t: np.sum(weight * first * hybrid(s, t)),
                  np.pi / 2, np.pi, xtol=1e-13)
    return angle_between(centroid(first), centroid(hybrid(s, root)))


print("Zero-overlap angle from 3D quadrature, and from formula")
for s in (0.10, 0.25, 1 / 3, 0.45):
    numeric = zero_overlap_angle(s)
    assert abs(numeric - angle_from_s(s)) < 1e-5
    print(f"s = {s:.4f}: {numeric:.3f} deg, {angle_from_s(s):.3f} deg")
step = 1e-3
numeric_slope = 2 * step / (zero_overlap_angle(0.25 + step)
                            - zero_overlap_angle(0.25 - step))
tetrahedral = angle_from_s(0.25)
assert abs(numeric_slope / slope_per_degree(tetrahedral) - 1) < 1e-3
print(f"ds/dtheta at s = 1/4: {slope_per_degree(tetrahedral):.5f} per deg")

# ---- Unequal hybrids and the sum rule, on random orthonormal sets ----
rng = np.random.default_rng(7)
for _ in range(50):
    q, _ = np.linalg.qr(rng.normal(size=(4, 4)))
    q = q * np.sign(q[:, :1])
    fractions = q[:, 0]**2
    assert abs(fractions.sum() - 1) < 1e-12
    for i in range(4):
        for j in range(i):
            a, b = fractions[i], fractions[j]
            predicted = -np.sqrt(a * b / ((1 - a) * (1 - b)))
            actual = np.cos(np.radians(angle_between(q[i, 1:], q[j, 1:])))
            assert abs(predicted - actual) < 1e-8


# ---- Three equivalent bonds to O and one axial bond to C ----
def oxygen_directions(theta_deg):
    radial = np.sqrt(2 * (1 - np.cos(np.radians(theta_deg))) / 3)
    axial = -np.sqrt(1 - radial**2)
    return np.array([[radial * np.cos(a), radial * np.sin(a), axial]
                     for a in 2 * np.pi * np.arange(3) / 3])


bond_angles = (106.0, 110.0, 114.0)
print("Ideal hybrids along the bonds of a CH3-SiO3 unit")
for theta in bond_angles:
    d = oxygen_directions(theta)
    assert abs(angle_between(d[0], d[1]) - theta) < 1e-9
    s = s_from_angle(theta)
    three = np.column_stack([np.full(3, np.sqrt(s)), np.sqrt(1 - s) * d])
    assert np.allclose(three @ three.T, np.eye(3), atol=1e-12)
    fourth = null_space(three)[:, 0]
    fourth *= np.sign(fourth[0])
    s_carbon = 1 - 3 * s
    assert abs(fourth[0]**2 - s_carbon) < 1e-10
    assert angle_between(fourth[1:], [0, 0, 1]) < 1e-4
    cross = np.degrees(np.arccos(-np.sqrt(
        s * s_carbon / ((1 - s) * (1 - s_carbon)))))
    assert abs(cross - angle_between(d[0], [0, 0, 1])) < 1e-7
    print(f"O-Si-O {theta:.0f} deg: s_O = {s:.4f}, s_C = {s_carbon:.4f}, "
          f"O-Si-C = {cross:.2f} deg")

# ---- Four equivalent hybrids cannot follow a squeezed tetrahedron ----
half = np.radians(106.0) / 2
squeezed = np.array([[np.sin(half), 0, np.cos(half)],
                     [-np.sin(half), 0, np.cos(half)],
                     [0, np.sin(half), -np.cos(half)],
                     [0, -np.sin(half), -np.cos(half)]])
rigid = symmetric_orthonormal(
    np.column_stack([np.full(4, 0.5), np.sqrt(0.75) * squeezed]))
assert np.allclose(rigid[:, 0]**2, 0.25, atol=1e-12)
rigid_angle = angle_between(rigid[0, 1:], rigid[1, 1:])
assert abs(rigid_angle - tetrahedral) < 1e-8
print("Squeezed SiO4, four equivalent O, two opposite angles 106 deg")
print(f"hybrid angle {rigid_angle:.2f} deg, s = {rigid[0, 0]**2:.4f}, "
      f"misalignment {angle_between(rigid[0, 1:], squeezed[0]):.2f} deg")

# ---- CH3Si(OH)3: lengths in nm, converted to Angstrom for the solver ----
si_o, si_c, o_h, c_h = 0.164, 0.186, 0.095, 0.109
si_o_h, si_c_h = 117.0, 111.0


def molecule(theta_deg):
    z = np.array([0.0, 0.0, 1.0])
    atoms = [("Si", np.zeros(3)), ("C", si_c * z)]
    d = oxygen_directions(theta_deg)
    atoms += [("O", si_o * v) for v in d]
    bend = np.radians(si_o_h)
    for v in d:
        away = -(z - np.dot(z, v) * v)
        away /= np.linalg.norm(away)
        atoms.append(("H", si_o * v + o_h * (-np.cos(bend) * v
                                            + np.sin(bend) * away)))
    tilt = np.radians(si_c_h)
    for a in np.pi / 3 + 2 * np.pi * np.arange(3) / 3:
        v = np.array([np.sin(tilt) * np.cos(a),
                      np.sin(tilt) * np.sin(a), -np.cos(tilt)])
        atoms.append(("H", si_c * z + c_h * v))
    return [(name, tuple(10 * position)) for name, position in atoms]


def silicon_hybrids(theta_deg):
    atoms = molecule(theta_deg)
    mol = gto.M(atom=atoms, basis="6-31g*", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    energy = mf.kernel()
    assert mf.converged
    overlap = mol.intor("int1e_ovlp")
    occupied = mf.mo_coeff[:, mf.mo_occ > 0]
    local = iao_module.iao(mol, occupied)
    values, vectors = np.linalg.eigh(local.T @ overlap @ local)
    local = local @ (vectors / np.sqrt(values)) @ vectors.T
    coefficients = local.T @ overlap @ occupied
    density = 2 * coefficients @ coefficients.T
    assert abs(np.trace(density) - mol.nelectron) < 1e-6
    labels = gto.M(atom=atoms, basis="minao", verbose=0).ao_labels(fmt=None)
    assert len(labels) == density.shape[0]

    def select(atom, shells):
        return [i for i, lab in enumerate(labels)
                if lab[0] == atom and lab[2] in shells]

    silicon = select(0, ("3s", "3p"))
    assert len(silicon) == 4
    bonds = np.vstack([oxygen_directions(theta_deg), [0, 0, 1]])
    raw = []
    for atom, bond in zip((2, 3, 4, 1), bonds):
        block = density[np.ix_(silicon, select(atom, ("2s", "2p")))]
        vector = np.linalg.svd(block)[0][:, 0]
        raw.append(vector * np.sign(np.dot(vector[1:], bond)))
    raw = np.array(raw)
    # The overall sign of the stored 3s function is arbitrary.
    raw[:, 0] *= np.sign(raw[0, 0])
    assert np.all(raw[:, 0] > 0)
    full = symmetric_orthonormal(raw)
    mulliken = np.einsum("ij,ji->i", mf.make_rdm1(), overlap)
    d_population = sum(mulliken[i] for i, lab
                       in enumerate(mol.ao_labels(fmt=None))
                       if lab[0] == 0 and "d" in lab[2])
    return dict(energy=energy, raw=raw, full=full, bonds=bonds,
                valence=np.trace(density[np.ix_(silicon, silicon)]),
                d_population=d_population)


print("CH3Si(OH)3, RHF/6-31G*, fixed model geometry")
print(f"Si-O {si_o:.3f}, Si-C {si_c:.3f}, O-H {o_h:.3f}, C-H {c_h:.3f} nm")
print(f"Si-O-H {si_o_h:.0f} deg, Si-C-H {si_c_h:.0f} deg")
results = []
for theta in bond_angles:
    data = silicon_hybrids(theta)
    h = data["full"]
    s_values = h[:, 0]**2
    assert np.ptp(s_values[:3]) < 1e-4
    hybrid_angle = angle_between(h[0, 1:], h[1, 1:])
    assert abs(hybrid_angle - angle_from_s(s_values[0])) < 0.02
    off = angle_between(h[0, 1:], data["bonds"][0])
    raw_overlap = data["raw"] @ data["raw"].T
    raw_angle = angle_between(data["raw"][0, 1:], data["raw"][1, 1:])
    results.append((s_values[0], hybrid_angle, data["energy"]))
    print(f"O-Si-O bond angle {theta:.0f} deg: E = {data['energy']:.6f} Eh")
    print(f"  orthogonal hybrids: s_O = {s_values[0]:.4f}, "
          f"s_C = {s_values[3]:.4f}")
    print(f"  O-O hybrid angle {hybrid_angle:.2f} deg, "
          f"hybrid-bond misalignment {off:.2f} deg")
    print(f"  before orthogonalization: s_O = {data['raw'][0, 0]**2:.4f}, "
          f"s_C = {data['raw'][3, 0]**2:.4f}")
    print(f"  their O-O angle {raw_angle:.2f} deg, overlaps "
          f"O-O {raw_overlap[0, 1]:.4f}, O-C {raw_overlap[0, 3]:.4f}")
    print(f"  Si 3s+3p population {data['valence']:.3f} e, "
          f"Mulliken Si d {data['d_population']:.3f} e")

s_scan, angle_scan, energies = np.array(results).T
# Opening the bond angle must raise the s fraction toward oxygen.
assert np.all(np.diff(s_scan) > 0)
response = (angle_scan[2] - angle_scan[0]) / (bond_angles[2] - bond_angles[0])
print(f"hybrid angle change per bond angle change: {response:.3f}")

# ---- Classical thermal spread when all three O-Si-O angles move together ----
hartree_ev = constants.value("Hartree energy in eV")
width = bond_angles[1] - bond_angles[0]
curvature = (energies[0] - 2 * energies[1] + energies[2]) * hartree_ev / width**2
assert curvature > 0
gradient = (energies[2] - energies[0]) * hartree_ev / (2 * width)
minimum = bond_angles[1] - gradient / curvature
temperature = 673.0
thermal_ev = constants.k * temperature / constants.e
spread = np.sqrt(thermal_ev / curvature)
print(f"bending curvature {curvature:.6f} eV/deg^2, "
      f"parabola minimum {minimum:.2f} deg")
print(f"at {temperature:.0f} K: kT = {thermal_ev:.4f} eV, "
      f"rms angle spread {spread:.2f} deg")
print(f"ideal ds/dtheta at 110 deg {slope_per_degree(110.0):.5f} per deg, "
      f"rms s spread {spread * slope_per_degree(110.0):.4f}")
print("done: every assertion held")
```

Printed output:

```
Zero-overlap angle from 3D quadrature, and from formula
s = 0.1000: 96.379 deg, 96.379 deg
s = 0.2500: 109.471 deg, 109.471 deg
s = 0.3333: 120.000 deg, 120.000 deg
s = 0.4500: 144.903 deg, 144.903 deg
ds/dtheta at s = 1/4: 0.00926 per deg
Ideal hybrids along the bonds of a CH3-SiO3 unit
O-Si-O 106 deg: s_O = 0.2161, s_C = 0.3518, O-Si-C = 112.75 deg
O-Si-O 110 deg: s_O = 0.2549, s_C = 0.2354, O-Si-C = 108.94 deg
O-Si-O 114 deg: s_O = 0.2891, s_C = 0.1326, O-Si-C = 104.44 deg
Squeezed SiO4, four equivalent O, two opposite angles 106 deg
hybrid angle 109.47 deg, s = 0.2500, misalignment 1.74 deg
CH3Si(OH)3, RHF/6-31G*, fixed model geometry
Si-O 0.164, Si-C 0.186, O-H 0.095, C-H 0.109 nm
Si-O-H 117 deg, Si-C-H 111 deg
O-Si-O bond angle 106 deg: E = -555.003982 Eh
  orthogonal hybrids: s_O = 0.2247, s_C = 0.3259
  O-O hybrid angle 106.85 deg, hybrid-bond misalignment 0.77 deg
  before orthogonalization: s_O = 0.3294, s_C = 0.4043
  their O-O angle 103.80 deg, overlaps O-O 0.1694, O-C 0.1011
  Si 3s+3p population 2.272 e, Mulliken Si d 0.421 e
O-Si-O bond angle 110 deg: E = -555.008285 Eh
  orthogonal hybrids: s_O = 0.2299, s_C = 0.3102
  O-O hybrid angle 107.37 deg, hybrid-bond misalignment 2.56 deg
  before orthogonalization: s_O = 0.3346, s_C = 0.3956
  their O-O angle 105.12 deg, overlaps O-O 0.1610, O-C 0.1106
  Si 3s+3p population 2.276 e, Mulliken Si d 0.424 e
O-Si-O bond angle 114 deg: E = -555.003368 Eh
  orthogonal hybrids: s_O = 0.2365, s_C = 0.2904
  O-O hybrid angle 108.05 deg, hybrid-bond misalignment 6.42 deg
  before orthogonalization: s_O = 0.3413, s_C = 0.3829
  their O-O angle 106.61 deg, overlaps O-O 0.1530, O-C 0.1206
  Si 3s+3p population 2.279 e, Mulliken Si d 0.428 e
hybrid angle change per bond angle change: 0.150
bending curvature 0.015678 eV/deg^2, parabola minimum 109.87 deg
at 673 K: kT = 0.0580 eV, rms angle spread 1.92 deg
ideal ds/dtheta at 110 deg 0.00911 per deg, rms s spread 0.0175
done: every assertion held
```
